# Longitudinal and transversal optical matrix elements in PAW with nonlocal potentials

## A case that can be seen through

Take a one-dimensional harmonic oscillator, $H=p^2/2m+m\omega^2x^2/2$, with its two lowest states $|0\rangle$ and $|1\rangle$. With the usual phases,

$$\langle0|x|1\rangle=\sqrt{\frac{\hbar}{2m\omega}},\qquad \langle0|p|1\rangle=-i\sqrt{\frac{m\hbar\omega}{2}} .$$

The gap is $\hbar\omega$, and both sides of

$$(\varepsilon_1-\varepsilon_0)\langle0|x|1\rangle=\frac{i\hbar}{m}\langle0|p|1\rangle \tag{1}$$

equal $\sqrt{\hbar^3\omega/2m}$. The position and the momentum element carry the same information.

Now add the nonlocal potential $V_{NL}=\lambda|0\rangle\langle0|$. The eigenstates do not change, so neither do the elements of $x$ and $p$. The gap becomes $\hbar\omega-\lambda$. The left side of (1) changes by $-\lambda\langle0|x|1\rangle$ and the right side stays, so (1) fails. The missing term is a commutator:

$$\langle0|[x,V_{NL}]|1\rangle=\lambda\langle0|x|0\rangle\langle0|1\rangle-\lambda\langle0|x|1\rangle=-\lambda\langle0|x|1\rangle .$$

A crystal needs a replacement for $x$, and PAW needs one-centre corrections. The physics is the same.

## Definitions for a crystal

Let $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ be Bloch states of $H=p^2/2m+V+V_{NL}$, where $V$ is local, and $\langle u_m|u_n\rangle=\delta_{mn}$ over one cell. The operator $H$ is held fixed while $\mathbf k$ varies. Two bands with $\varepsilon_m\neq\varepsilon_n$ at the same $\mathbf k$ are considered.

A longitudinal field couples to the density. Its element is

$$M_{mn}(\mathbf q)=\langle\psi_{m\mathbf k}|e^{-i\mathbf q\cdot\mathbf r}|\psi_{n,\mathbf k+\mathbf q}\rangle=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf q}\rangle .$$

At $\mathbf q=0$ it vanishes by orthogonality. The first order is $\mathbf q\cdot\mathbf L_{mn}$, with the longitudinal element

$$\mathbf L_{mn}=\langle u_{m\mathbf k}|\partial_{\mathbf k}u_{n\mathbf k}\rangle .$$

A $\mathbf k$-dependent phase of $u_n$ adds a multiple of $\langle u_m|u_n\rangle=0$ to the derivative term, so $|\mathbf L_{mn}|$ is well defined. For a bound state, $u=e^{-i\mathbf k\cdot\mathbf r}\psi$ gives $\mathbf L_{mn}=-i\langle m|\mathbf r|n\rangle$.

The transversal element is $\mathbf p_{mn}=\langle\psi_{m\mathbf k}|\mathbf p|\psi_{n\mathbf k}\rangle$.

## The all-electron relation

Define $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, so that $(H_{\mathbf k}-\varepsilon_n)u_n=0$. Differentiate:

$$(\partial_{\mathbf k}H_{\mathbf k}-\partial_{\mathbf k}\varepsilon_n)u_n+(H_{\mathbf k}-\varepsilon_n)\partial_{\mathbf k}u_n=0 .$$

Project on $u_m$. The term with $\partial_{\mathbf k}\varepsilon_n$ drops out by orthogonality, and $H_{\mathbf k}$ acting to the left gives $\varepsilon_m$. Hence

$$(\varepsilon_n-\varepsilon_m)\mathbf L_{mn}=\langle u_m|\partial_{\mathbf k}H_{\mathbf k}|u_n\rangle .$$

Differentiating the two exponentials gives

$$\partial_{\mathbf k}H_{\mathbf k}=-i\,e^{-i\mathbf k\cdot\mathbf r}[\mathbf r,H]e^{i\mathbf k\cdot\mathbf r}.$$

Since $[\mathbf r,p^2/2m]=i\hbar\mathbf p/m$ and $[\mathbf r,V]=0$,

$$-i[\mathbf r,H]=\frac{\hbar}{m}\mathbf p+i[V_{NL},\mathbf r].$$

Therefore

$$\boxed{(\varepsilon_n-\varepsilon_m)\mathbf L_{mn}=\frac{\hbar}{m}\mathbf p_{mn}+i\langle\psi_m|[V_{NL},\mathbf r]|\psi_n\rangle} \tag{2}$$

For a local potential the two elements agree after the scaling by the gap. The right side of (2) is $\hbar$ times the element of the velocity $(i/\hbar)[H,\mathbf r]$. A nonlocal potential transfers amplitude between points, and this contributes to the velocity beyond $\mathbf p/m$.

If $\varepsilon_m=\varepsilon_n$ with $m\neq n$, the left side of the projected equation contains no $\mathbf L_{mn}$, and (2) does not determine it. For $m=n$ the projection gives $\partial_{\mathbf k}\varepsilon_n=\langle u_n|\partial_{\mathbf k}H_{\mathbf k}|u_n\rangle$, which is $\hbar$ times the intraband velocity. Close to a degeneracy, an error in the right side of (2) is divided by a small gap when $\mathbf L$ is formed.

## PAW: what completeness supplies

Formulas are written for one sphere centred at $\mathbf R$; contributions of non-overlapping spheres add. Inside it there are all-electron partial waves $\phi_i$, smooth ones $\tilde\phi_i$ and projectors $\tilde p_i$, with $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. Each pair $\phi_i,\tilde\phi_i$ agrees in value and slope at the sphere surface. The transformation is

$$\psi=T\tilde\psi,\qquad T=1+\sum_i(|\phi_i\rangle-|\tilde\phi_i\rangle)\langle\tilde p_i| .$$

Completeness for a smooth function $f$ means $\sum_i\tilde\phi_i\langle\tilde p_i|f\rangle=f$ inside the sphere. Then $Tf=f$ outside and $Tf=\sum_i\phi_i\langle\tilde p_i|f\rangle$ inside. For a local or differential operator $X$, split the integral at the surface, then add and subtract the smooth inner part:

$$\langle Tf|X|Tg\rangle=\langle f|X|g\rangle+\sum_{ij}\langle f|\tilde p_i\rangle\big(\langle\phi_i|X|\phi_j\rangle-\langle\tilde\phi_i|X|\tilde\phi_j\rangle\big)\langle\tilde p_j|g\rangle . \tag{3}$$

One-centre integrals run over the sphere. Matching of value and slope excludes a surface contribution from the kinetic energy.

Four difference matrices are needed:

- $Q_{ij}$, from $X=1$;
- $\mathbf d_{ij}$, from $X=\mathbf r-\mathbf R$;
- $\mathbf P_{ij}$, from $X=\mathbf p$;
- $D_{ij}=\langle\phi_i|H|\phi_j\rangle-\langle\tilde\phi_i|\tilde H_0|\tilde\phi_j\rangle$.

Here $\tilde H_0=p^2/2m+\tilde v$, and the smooth local potential $\tilde v$ equals $V$ outside the sphere. For the moment $V_{NL}=0$. Equation (3), with $\tilde H_0$ in the smooth terms, gives the PAW eigenproblem

$$\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n,\quad \tilde H=\tilde H_0+\sum_{ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|,\quad S=1+\sum_{ij}|\tilde p_i\rangle Q_{ij}\langle\tilde p_j| .$$

If the set is complete and $T$ reaches all all-electron functions, this says $\langle Tf|H-\varepsilon_n|T\tilde\psi_n\rangle=0$ for every $f$. Thus $T\tilde\psi_n$ is an all-electron eigenstate. With a finite set, $\tilde H$ and $S$ define an approximate model. "Local" refers to the all-electron potential: $\tilde H$ contains nonlocal projector terms even when $V$ is local.

## The longitudinal element in PAW

Write the projections as vectors,

$$a^n_i=\langle\tilde p_i|\tilde\psi_n\rangle,\qquad \mathbf b^n_i=\langle\tilde p_i|(\mathbf r-\mathbf R)\tilde\psi_n\rangle .$$

Apply (3) to the density element, with $X=e^{-i\mathbf q\cdot\mathbf r}$, $f=\tilde\psi_{m\mathbf k}$ and $g=\tilde\psi_{n,\mathbf k+\mathbf q}$. Its first order has three sources: the derivative of $\tilde u_n$, the derivative of $e^{i\mathbf k\cdot\mathbf r}$ inside the projection, and the expansion of $X$ in the one-centre integral. They give

$$\mathbf L_{mn}=\langle\tilde u_m|S_{\mathbf k}|\partial_{\mathbf k}\tilde u_n\rangle+i\,a^{m\dagger}Q\mathbf b^n-i\,a^{m\dagger}\mathbf d\,a^n . \tag{4}$$

Measuring $\mathbf r$ from $\mathbf R$ is allowed. A shift of origin by $\mathbf c$ sends $\mathbf d\to\mathbf d-\mathbf cQ$ and $\mathbf b^n\to\mathbf b^n-\mathbf ca^n$, and the two changes cancel in (4).

For the first term, differentiate $(\tilde H_{\mathbf k}-\varepsilon_nS_{\mathbf k})\tilde u_n=0$ and project on $\tilde u_m$. The term with $\partial_{\mathbf k}\varepsilon_n$ vanishes because $\langle\tilde u_m|S_{\mathbf k}|\tilde u_n\rangle=0$, and the operator acting to the left gives $(\varepsilon_m-\varepsilon_n)S_{\mathbf k}$:

$$(\varepsilon_n-\varepsilon_m)\langle\tilde u_m|S_{\mathbf k}|\partial_{\mathbf k}\tilde u_n\rangle=\langle\tilde u_m|\partial_{\mathbf k}(\tilde H_{\mathbf k}-\varepsilon_nS_{\mathbf k})|\tilde u_n\rangle .$$

The derivative is again $-i$ times a commutator with $\mathbf r$, so the right side is

$$\frac{\hbar}{m}\langle\tilde\psi_m|\mathbf p|\tilde\psi_n\rangle-i\,\mathbf b^{m\dagger}(D-\varepsilon_nQ)a^n+i\,a^{m\dagger}(D-\varepsilon_nQ)\mathbf b^n .$$

Multiply (4) by the gap and insert this. The terms with $Q\mathbf b^n$ combine as $-\varepsilon_n+(\varepsilon_n-\varepsilon_m)=-\varepsilon_m$. The working formula is

$$\begin{aligned}(\varepsilon_n-\varepsilon_m)\mathbf L_{mn}={}&\frac{\hbar}{m}\langle\tilde\psi_m|\mathbf p|\tilde\psi_n\rangle+i\,a^{m\dagger}(D-\varepsilon_mQ)\mathbf b^n\\&-i\,\mathbf b^{m\dagger}(D-\varepsilon_nQ)a^n-i(\varepsilon_n-\varepsilon_m)a^{m\dagger}\mathbf d\,a^n .\end{aligned} \tag{5}$$

Given the one-centre density element, (5) holds for any number of partial waves, because only the PAW eigenproblem was used. The transversal element follows from (3) with $X=\mathbf p$:

$$\mathbf p^{\rm PAW}_{mn}=\langle\tilde\psi_m|\mathbf p|\tilde\psi_n\rangle+a^{m\dagger}\mathbf P\,a^n . \tag{6}$$

## Proof of agreement, and the remainder of a finite set

Let $\boldsymbol\Delta_{mn}=(\varepsilon_n-\varepsilon_m)\mathbf L_{mn}-(\hbar/m)\mathbf p^{\rm PAW}_{mn}$. From (5) and (6), the plane-wave momentum cancels:

$$\boldsymbol\Delta_{mn}=i\,a^{m\dagger}(D-\varepsilon_mQ)\mathbf b^n-i\,\mathbf b^{m\dagger}(D-\varepsilon_nQ)a^n-i(\varepsilon_n-\varepsilon_m)a^{m\dagger}\mathbf d\,a^n-\frac{\hbar}{m}a^{m\dagger}\mathbf P\,a^n .$$

Define the one-centre parts $\phi^n=\sum_i\phi_ia^n_i$ and $\tilde\phi^n=\sum_i\tilde\phi_ia^n_i$, and set $\mathbf s=\mathbf r-\mathbf R$. Inside the sphere, $\hbar\mathbf p/m=-i(\mathbf sH-H\mathbf s)$. Adding and subtracting energies,

$$\frac{\hbar}{m}\langle\phi^m|\mathbf p|\phi^n\rangle=-i\langle\phi^m|\mathbf s(H-\varepsilon_n)|\phi^n\rangle+i\langle\phi^m|(H-\varepsilon_m)\mathbf s|\phi^n\rangle-i(\varepsilon_n-\varepsilon_m)\langle\phi^m|\mathbf s|\phi^n\rangle .$$

The same identity holds for the smooth functions with $\tilde H_0$. The difference of the two is $(\hbar/m)a^{m\dagger}\mathbf Pa^n$, and its last term cancels the dipole term of $\boldsymbol\Delta_{mn}$. What remains pairs up through the functions

$$\boldsymbol\eta^n=\sum_j\phi_j\mathbf b^n_j-\mathbf s\phi^n,\qquad \tilde{\boldsymbol\eta}^n=\sum_j\tilde\phi_j\mathbf b^n_j-\mathbf s\tilde\phi^n .$$

The terms with $\mathbf b^n$, for example, become $i\langle\phi^m|(H-\varepsilon_m)|\boldsymbol\eta^n\rangle$ minus its smooth counterpart. Let $H$ and $\tilde H_0$ now act to the left. Each move produces a surface term made of values and slopes at the sphere boundary. These agree for the all-electron and the smooth functions, so the surface terms cancel in the difference. With

$$\xi^n=(H-\varepsilon_n)\phi^n,\qquad \tilde\xi^n=(\tilde H_0-\varepsilon_n)\tilde\phi^n,$$

the result is

$$\boxed{\boldsymbol\Delta_{mn}=i\big(\langle\xi^m|\boldsymbol\eta^n\rangle-\langle\tilde\xi^m|\tilde{\boldsymbol\eta}^n\rangle\big)-i\big(\langle\boldsymbol\eta^m|\xi^n\rangle-\langle\tilde{\boldsymbol\eta}^m|\tilde\xi^n\rangle\big)} \tag{7}$$

Completeness for $\tilde\psi_n$ alone need not give $\xi^n=0$: with $\tilde\psi_n=\tilde\phi^n$ inside the sphere, projecting the PAW equation on $\tilde\phi_i$ gives $\langle\tilde\phi_i|\tilde\xi^n\rangle+\langle\phi_i|\xi^n\rangle-\langle\tilde\phi_i|\tilde\xi^n\rangle=0$, that is, $\langle\phi_i|\xi^n\rangle=0$ for every $i$. This forces $\xi^n=0$ when $\xi^n$ lies in the span of the $\phi_i$, as it does if $H\phi_i=\varepsilon_i\phi_i$ inside the sphere (the model below). It does not when the partial waves come from a different potential, for example a spherical reference atom. If the set is complete and $T$ reaches all all-electron functions, $T\tilde\psi_n$ is an all-electron eigenstate and $\phi^n$ is its inner part, so $\xi^n=0$. Completeness for both $\tilde\psi_n$ and $\mathbf s\tilde\psi_n$ makes $\tilde{\boldsymbol\eta}^n=0$. All four terms vanish, and the longitudinal and transversal PAW elements agree. This proves the statement for a local all-electron potential.

Neither $\boldsymbol\eta^n$ nor $\tilde\xi^n$ has to vanish. Inside the sphere, $\boldsymbol\eta^n$ is $T\mathbf s\tilde\psi_n-\mathbf sT\tilde\psi_n$, and $T$ does not commute with position. Equation (7) also shows two conditions that together make the difference small: the combination $\phi^n=\sum_i\phi_ia^n_i$ nearly solves the all-electron equation at the band energy $\varepsilon_n$, and the smooth partial waves represent position times the smooth states. The individual partial waves need not be generated at the band energies. These conditions are sufficient, not necessary: in the model below with four waves per parity the norm of $\xi^n$ is still 0.4 to 0.9 eV while the mismatch is of order $10^{-5}$ eV Å, because (7) depends on the overlaps and their sum, not on the norms.

## Hubbard potentials

For local orbitals $\chi_a$ and a Hermitian matrix $V_{ab}$, let

$$V_U=\sum_{ab}|\chi_a\rangle V_{ab}\langle\chi_b| .$$

Its commutator is

$$[V_U,\mathbf r]=\sum_{ab}V_{ab}\big(|\chi_a\rangle\langle\chi_b|\mathbf s-\mathbf s|\chi_a\rangle\langle\chi_b|\big), \tag{8}$$

where $\mathbf r$ may be replaced by $\mathbf s$ because a constant commutes with $V_U$. If the $\chi_a$ on a site share one angular momentum $l$, then $\langle\chi_b|\mathbf s$ selects the $l\pm1$ part of a state around that site. The correction therefore needs one state with $l$ character and another with $l\pm1$ character on the same site.

When $\chi_a$ lies inside the sphere, PAW gives

$$\langle\chi_a|\psi_n\rangle=\sum_i\langle\chi_a|\phi_i\rangle a^n_i,\qquad \langle\chi_a|\mathbf s|\psi_n\rangle=\sum_i\langle\chi_a|\mathbf s|\phi_i\rangle a^n_i . \tag{9}$$

The Hamiltonian matrix $D_{ij}$ gains $U_{ij}=\sum_{ab}\langle\phi_i|\chi_a\rangle V_{ab}\langle\chi_b|\phi_j\rangle$, and (5) keeps its form. The added terms are $i\,a^{m\dagger}U\mathbf b^n-i\,\mathbf b^{m\dagger}Ua^n$. Inserting $\sum_j\phi_j\mathbf b^n_j=\mathbf s\phi^n+\boldsymbol\eta^n$ turns them into

$$i\langle\phi^m|[V_U,\mathbf s]|\phi^n\rangle+i\langle\phi^m|V_U|\boldsymbol\eta^n\rangle-i\langle\boldsymbol\eta^m|V_U|\phi^n\rangle .$$

The last two terms complete $\xi=(H-\varepsilon)\phi$ in (7), with $V_U$ now part of $H$. For complete partial waves, what is left is the commutator of (2). Equation (5) thus already includes it, and adding it again would count it twice. On the transversal route, $i\langle\psi_m|[V_U,\mathbf r]|\psi_n\rangle$ has to be added to $(\hbar/m)\mathbf p^{\rm PAW}_{mn}$ from (6), as in (2).

## Fock exchange

In Gaussian units the Fock operator has the kernel

$$V_x(\mathbf r,\mathbf r')=-\frac{e^2\gamma(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad \gamma(\mathbf r,\mathbf r')=\sum_{v\,\rm occ}\psi_v(\mathbf r)\psi_v^*(\mathbf r'),$$

where the sum runs over occupied orbitals of the same spin. In the product $V_x\mathbf r$ the position acts first and gives $\mathbf r'$; in $\mathbf rV_x$ it gives $\mathbf r$. The commutator kernel is therefore $V_x(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)$, or

$$[V_x,\mathbf r](\mathbf r,\mathbf r')=e^2\gamma(\mathbf r,\mathbf r')\frac{\mathbf r-\mathbf r'}{|\mathbf r-\mathbf r'|} . \tag{10}$$

The position operator enters only through the separation $\mathbf r-\mathbf r'$. The density matrix $\gamma$ still depends on both points, but in a crystal it is unchanged when both are shifted by the same lattice vector. The kernel is therefore usable in a crystal provided that $\gamma$ decays fast enough for the integral to converge. A hybrid functional with exchange fraction $\alpha$ and interaction $w(|\mathbf r-\mathbf r'|)$ has the kernel $\alpha\gamma(\mathbf r,\mathbf r')\,w\,(\mathbf r-\mathbf r')$.

With complete partial waves, (10) is evaluated between the reconstructed states $T\tilde\psi$. Unlike a Hubbard term whose orbitals lie inside the spheres, Fock exchange also acts between and outside the spheres. If the longitudinal route is used, $\partial_{\mathbf k}\tilde H_{\mathbf k}$ must then include the smooth nonlocal exchange operator, which (5) as written does not.

These results hold at a fixed one-particle operator. In a self-consistent response the field also changes $\gamma$ or the Hubbard occupations, and hence the potential. That induced potential is a separate contribution.

## Worked example: a model crystal

A one-dimensional lattice of Gaussian wells $-V_0e^{-x^2/2\sigma^2}$ has period 4 Å, depth $V_0=25$ eV and $\sigma=0.45$ Å. The augmentation region extends 1 Å to each side of a well. At $k=0.3$ Å$^{-1}$, all-electron plane waves give the lowest bands at $-13.190$, $1.661$ and $7.614$ eV.

With four partial waves per parity, PAW gives $|L_{12}|=0.41903$ Å. A finite-$q$ density overlap gives the same digits. The scaled longitudinal element is

$$(1.661+13.190)\ {\rm eV}\times0.41903\ \text{Å}=6.223\ \text{eV Å},$$

which agrees with $(\hbar/m)|p_{12}|=6.223$ eV Å.

Partial waves were added at 0, $-10$, 10 and 20 eV. The largest $|\Delta_{mn}|$ among the three band pairs was:

| Waves per parity | Largest mismatch (eV Å) |
|---|---|
| 1 | 1.5 |
| 2 | $1.7\times10^{-2}$ |
| 3 | $6.8\times10^{-4}$ |
| 4 | $2.6\times10^{-5}$ |

The projectors here are the smooth waves times $(1-x^2/r_c^2)^3$ with $r_c=1$ Å, made dual to the smooth waves. Rows 2 to 4 depend strongly on this choice: the exponent 2 gives $1.1\times10^{-3}$, $2.3\times10^{-5}$, $6\times10^{-8}$, and the exponent 5 gives $3.2\times10^{-2}$, $1.8\times10^{-2}$, $1.9\times10^{-3}$. The decrease is common to all three; its rate is not.

With a single energy of zero, $H\phi_i=0$ and $\xi^n=-\varepsilon_n\phi^n$. The condition $\xi^n=0$ then fails for every band with $\varepsilon_n\neq0$; the calculation does not separate the terms of (7), so it does not say which of them dominates the first mismatch. In that case the scaled longitudinal element deviates from the all-electron one by up to 1.4 eV Å and the transversal one by up to 0.12 eV Å; the band energies that enter the scaling are themselves off by up to 3.6 eV. With two waves per parity both deviations are about 0.008 eV Å, so the first row does not establish a general ranking.

Next, a Hubbard projector of strength 5 eV on the normalised odd orbital $\chi\propto x(1-x^2/r_c^2)^3$ is added to the all-electron crystal. For bands 1 and 3, the momentum part is 4.818 eV Å and the commutator 0.700 eV Å. They add in phase:

$$4.818+0.700=5.518\ \text{eV Å}.$$

The finite-$q$ overlap times the gap also gives 5.518 eV Å. Momentum alone is too small by $0.700/5.518=12.7\%$ of the full element. For bands 2 and 3 the commutator is 0.026 eV Å in a full element of 1.527 eV Å, so the correction depends strongly on the pair. The one-centre form (9), evaluated with the states of the local crystal, reproduces the commutator elements within $2\times10^{-5}$ eV Å.

## Worked example: Fock exchange in Li⁺

Li⁺ is treated by restricted Hartree–Fock in a large s,p Gaussian basis. Correlation and relativity are left out. The 1s orbital is occupied; 2s and 2p are empty orbitals in the field of the ion. The gaps below are orbital-energy differences at a fixed Fock operator, not excitation energies of Li⁺, and 2s→2p describes an added electron outside a frozen 1s² core. A denser and wider basis moves the tabulated elements by at most $2\times10^{-5}$ eV Å. Since $L=-iz$ for bound states, (2) becomes, for a transition from $i$ to $a$,

$$(\varepsilon_a-\varepsilon_i)\langle a|z|i\rangle=-\frac{\hbar^2}{m}\langle a|\partial_z|i\rangle+\langle a|[V_x,z]|i\rangle .$$

The commutator was integrated directly from (10). With the overall sign chosen to make the left side positive, the contributions in eV Å are:

| Transition | Gap × length | Momentum | Commutator |
|---|---|---|---|
| 1s→2p | 3.9211 | 2.9380 | 0.9831 |
| 2s→2p | 2.3182 | 2.3635 | −0.0453 |

For 1s→2p, the gap of 72.484 eV times 0.05410 Å gives 3.921 eV Å, and $2.9380+0.9831=3.9211$. A strength proportional to the squared element would come out at $(2.9380/3.9211)^2=0.561$ of its full value if the commutator were dropped. This holds at a fixed Fock operator only. In time-dependent Hartree–Fock, where the induced exchange is included, the 1s→2p singlet lies at 62.7 eV and the length form agrees with the bare-momentum form, with no commutator added.

For 2s→2p, the gap of 1.841 eV times 1.259 Å gives 2.318 eV Å, and $2.3635-0.0453=2.3182$. Here momentum alone overestimates the strength by 3.9%. The commutator can thus have either sign relative to the momentum part, and no common scaling factor replaces it.

## Computed values

```
hbar^2/m = 7.61996 eV A^2
cell 4.0 A, depth 25.0 eV, width 0.45 A, rc 1.0 A
k = 0.3 1/A, finite q = 0.001 1/A
all-electron bands (eV): -13.1902 1.6608 7.6136
partial-wave energies (eV), in order added: 0.0 -10.0 10.0 20.0
1 waves/parity: max |long-trans| 1.53e+00 eV A
  error to all-electron: long 1.44e+00, trans 1.18e-01 eV A
2 waves/parity: max |long-trans| 1.66e-02 eV A
  error to all-electron: long 8.28e-03, trans 8.31e-03 eV A
3 waves/parity: max |long-trans| 6.79e-04 eV A
  error to all-electron: long 2.21e-04, trans 4.58e-04 eV A
4 waves/parity: max |long-trans| 2.57e-05 eV A
  error to all-electron: long 2.26e-05, trans 2.11e-05 eV A
PAW bands, 4 waves/parity (eV): -13.1902 1.6608 7.6135
bands 1,2: |L| 0.41903 A, finite q 0.41903 A
  long 6.2230, trans 6.2231, all-electron 6.2230 eV A
bands 1,3: |L| 0.20152 A, finite q 0.20152 A
  long 4.1924, trans 4.1924, all-electron 4.1924 eV A
bands 2,3: |L| 0.20536 A, finite q 0.20536 A
  long 1.2225, trans 1.2225, all-electron 1.2224 eV A
Hubbard strength 5.0 eV; bands (eV): -13.1901 2.4286 8.5727
bands 1,2: finite-q long 5.9916, p+comm 5.9916 eV A
  p alone 5.4434, comm alone 0.5482 eV A
bands 1,3: finite-q long 5.5176, p+comm 5.5176 eV A
  p alone 4.8178, comm alone 0.6998 eV A
bands 2,3: finite-q long 1.5272, p+comm 1.5272 eV A
  p alone 1.5010, comm alone 0.0261 eV A
one-centre commutator: largest 0.7016, error 1.8e-05 eV A
Li+ RHF: 19 s and 15 p exponents, E = -196.9128 eV
levels (eV): 1s -75.9841, 2s -5.3417, 2p -3.5004
1s->2p: gap 72.4837 eV, |z| 0.05410 A
  length 3.92107, p part 2.93798 eV A
  exchange commutator 0.98307, residual 1.6e-05 eV A
  strength with p alone / full: 0.5614
2s->2p: gap 1.8413 eV, |z| 1.25900 A
  length 2.31824, p part 2.36352 eV A
  exchange commutator -0.04533, residual 4.5e-05 eV A
  strength with p alone / full: 1.0394
```
